# Firsov inversion: interatomic potential from classical deflection angles at one energy

In a standard model of screened nuclear repulsion, a 200 eV chlorine ion aimed 0.060 nm off the centre of a resting silicon atom comes no closer to it than 0.1006 nm. The deflection angles at impact parameters of 0.060 nm and larger, together with the collision energy, suffice to calculate both this distance and the potential there, 56.9 eV. The calculation from the angles assumes no functional form for the potential. The reason is that the orbit integral can be turned into an Abel integral equation, which has an explicit inverse.

## Result and conventions

Let \(b\) be the impact parameter, \(\theta(b)\) the deflection angle in the centre-of-mass frame, positive for repulsion, and \(E\) the kinetic energy of relative motion at large separation. For every \(y>0\),

\[
T(y)=\frac1\pi\int_y^\infty\frac{\theta(b)\,db}{\sqrt{b^2-y^2}},\qquad
r=y\,e^{T(y)},\qquad V(r)=E\left[1-e^{-2T(y)}\right]. \tag{1}
\]

The distance \(r\) is the closest approach of the orbit with impact parameter \(y\). Letting \(y\) run from large values to zero traces \(V(r)\) from large distance down to \(r_{\min}\), where \(V(r_{\min})=E\).

The assumptions are an isolated pair, classical motion, elastic scattering and a central potential. \(V\) is smooth, decreases strictly to zero with distance, and exceeds \(E\) at small \(r\). At large \(b\), \(\theta(b)/b\) must be integrable.

For an ion of mass \(m_i\) striking a target of mass \(m_t\) at rest,

\[
E=E_{\rm lab}\frac{m_t}{m_i+m_t}=200\ {\rm eV}\times\frac{28.085}{35.450+28.085}=88.4\ {\rm eV}.
\]

These are average atomic masses. Data for a single isotope pair need that pair's masses: for \(^{37}\)Cl on \(^{28}\)Si, \(E\) is 86.2 eV.

## From the orbit to an Abel equation

Let \(\mu\) be the reduced mass and \(v\) the initial relative speed, so that \(E=\mu v^2/2\). The angular momentum is \(\mu vb\), and the centrifugal energy is therefore \((\mu vb)^2/(2\mu r^2)=Eb^2/r^2\). Energy conservation gives

\[
\dot r=\pm v\sqrt{1-\frac{b^2}{r^2}-\frac{V(r)}E},\qquad \dot\varphi=\frac{vb}{r^2}.
\]

Dividing the second rate by the first gives the polar angle swept per unit \(r\). The incoming and outgoing halves are equal, and a straight path sweeps \(\pi\). The deflection is the deficit,

\[
\theta(b)=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-b^2/r^2-V/E}}, \tag{2}
\]

where \(r_0\) is the outermost zero of the square root. Now define

\[
x(r)=r\sqrt{1-V(r)/E}. \tag{3}
\]

Its square has the derivative

\[
\frac{d(x^2)}{dr}=2r\left(1-\frac VE\right)-\frac{r^2V'}E. \tag{4}
\]

For \(r>r_{\min}\) the first term is positive, and the second is not negative because \(V'\le0\). Hence \(x\) rises from zero at \(r_{\min}\) to infinity, and each \(x\) belongs to one \(r\). At the turning point \(r_0^2(1-V/E)=b^2\), so \(x(r_0)=b\).

The square root in (2) equals \(\sqrt{x^2-b^2}/r\). With \(x\) as the integration variable,

\[
\theta(b)=\pi-2b\int_b^\infty\frac{d\ln r}{dx}\frac{dx}{\sqrt{x^2-b^2}}.
\]

The constant \(\pi\) can be written in the same form. Put \(x=b/\cos\alpha\); then \(dx/x=\tan\alpha\,d\alpha\) and \(\sqrt{x^2-b^2}=b\tan\alpha\), so

\[
2b\int_b^\infty\frac{dx}{x\sqrt{x^2-b^2}}=2\int_0^{\pi/2}d\alpha=\pi .
\]

Combining the two integrals suggests the function

\[
T(x)=\ln\frac{r(x)}x=-\frac12\ln\left(1-\frac VE\right), \tag{5}
\]

where the second form follows from (3). Since \(1/x-d\ln r/dx=-T'(x)\),

\[
\theta(b)=-2b\int_b^\infty\frac{T'(x)\,dx}{\sqrt{x^2-b^2}}. \tag{6}
\]

This is an Abel equation for \(T'\). It is linear although the orbit depends nonlinearly on \(V\): the nonlinearity has been moved into the change of variable. At \(b=0.07\) nm in the example, (6) and (2), evaluated separately, both give 1.265085 rad.

## Inverting the equation

Divide (6) by \(\sqrt{b^2-y^2}\) and integrate over \(b>y\). The region is \(y<b<x\), so exchanging the order gives

\[
\int_y^\infty\frac{\theta(b)\,db}{\sqrt{b^2-y^2}}
=-2\int_y^\infty dx\,T'(x)\int_y^x\frac{b\,db}{\sqrt{(b^2-y^2)(x^2-b^2)}}.
\]

The exchange is allowed because the integrand has one sign: \(V\) falls as \(x\) grows, so \(-T'\ge0\). For the inner integral put \(b^2=y^2\cos^2\alpha+x^2\sin^2\alpha\). Then

\[
b\,db=(x^2-y^2)\sin\alpha\cos\alpha\,d\alpha,
\]

while \(b^2-y^2=(x^2-y^2)\sin^2\alpha\) and \(x^2-b^2=(x^2-y^2)\cos^2\alpha\). Everything cancels except \(\int_0^{\pi/2}d\alpha=\pi/2\), whatever the values of \(x\) and \(y\). The right side becomes

\[
-\pi\int_y^\infty T'(x)\,dx=\pi T(y),
\]

because \(V\to0\) at infinity makes \(T(\infty)=0\). This is the first formula in (1). The other two are (5) solved for \(r\) and \(V\) at \(x=y\).

The inversion works inwards. \(T(y)\) uses angles at \(b\ge y\), so missing data at smaller impact parameters do not spoil the potential already found farther out. They set the innermost distance reached.

## Evaluation and the worked case

The integrand in (1) has an inverse-square-root singularity at \(b=y\). The substitution \(b=y\cosh t\) removes it, since \(db/\sqrt{b^2-y^2}=dt\):

\[
T(y)=\frac1\pi\int_0^{t_{\max}}\theta(y\cosh t)\,dt,\qquad
t_{\max}=\operatorname{arcosh}\frac{b_{\max}}y. \tag{7}
\]

In the example \(b_{\max}=2.5\) nm, with 160 Gauss–Legendre points in \(t\). The angles come from the Ziegler–Biersack–Littmark (ZBL) universal screened potential, with a screening length of 0.01248 nm for this pair. Newton's equations, integrated in time, give the same angle as (2) to the seven decimals printed at \(b=0.020\), 0.080 and 0.150 nm; at 0.080 nm it is 1.0640476 rad.

For \(y=0.060\) nm the integral gives \(T=0.51657\). Therefore

\[
r=0.060\,e^{0.51657}=0.1006\ {\rm nm},
\]
\[
V=88.408\left(1-e^{-1.03314}\right)=88.408\times0.6441=56.9\ {\rm eV}.
\]

Other points on the curve are:

| \(y\) (nm) | \(\theta(y)\) (rad) | \(r\) (nm) | \(V\) (eV) |
|---:|---:|---:|---:|
| 0.001 | 3.112 | 0.0892 | 88.4 |
| 0.030 | 2.264 | 0.0920 | 79.0 |
| 0.060 | 1.487 | 0.1006 | 56.9 |
| 0.100 | 0.729 | 0.1207 | 27.7 |
| 0.150 | 0.243 | 0.1578 | 8.52 |
| 0.200 | 0.076 | 0.2029 | 2.48 |

At all six points the recovered potential and the ZBL value agree to the printed 0.00001 eV. This measures the numerical inversion with noise-free angles available at any \(b\). It does not measure how well ZBL describes chlorine and silicon. For scale, MP2 energies of the lowest singlet state of SiCl\(^+\), measured from Cl\(^+\)+Si, are about 61 eV at 0.1006 nm and 24 eV at 0.1175 nm in a triple-zeta basis (65 and 27 eV in a double-zeta basis, so they are not converged), against 56.9 and 30.9 eV from ZBL.

The first two rows show how the distances crowd together near head-on impact: between \(y=0.001\) and 0.030 nm the closest approach changes by less than 0.003 nm, while the potential changes by 9.4 eV.

## The head-on limit

As \(y\to0\), \(T\) diverges but \(r=ye^T\) stays finite. To extract the limit, integrate (1) by parts, using \(db/\sqrt{b^2-y^2}=d\,\operatorname{arcosh}(b/y)\):

\[
T(y)=-\frac1\pi\int_y^\infty\theta'(b)\,\operatorname{arcosh}\frac by\,db .
\]

The boundary term vanishes at \(b=y\), where the arcosh is zero, and at infinity if \(\theta\ln b\to0\). Assume also that \(\theta'\) is bounded near \(b=0\) and that \(|\theta'\ln b|\) is integrable. For \(y\ll b\), \(\operatorname{arcosh}(b/y)\to\ln(2b/y)\); the region \(b\sim y\), where this replacement is poor, has a vanishing contribution. Thus

\[
\ln r=\ln y+T(y)\to
\ln y-\frac1\pi\int_0^\infty\theta'(b)\left[\ln(2b)-\ln y\right]db .
\]

A head-on particle is reversed, so \(\theta(0)=\pi\) and \(-\int_0^\infty\theta'\,db=\pi\). The two terms in \(\ln y\) cancel, leaving

\[
\ln r_{\min}=-\frac1\pi\int_0^\infty\theta'(b)\ln(2b)\,db, \tag{8}
\]

with \(b\) and \(r_{\min}\) in the same unit. The energy does not appear: the angles alone fix the head-on distance. In the example (8) gives 0.08921 nm, the same as solving \(V(r)=E\).

A hard sphere of radius \(R\), taken as the limit of a steep potential, has \(b=R\cos(\theta/2)\). With \(\theta\) as variable, (8) becomes the average of \(\ln[2R\cos(\theta/2)]\) over \(0<\theta<\pi\). The average of \(\ln\cos(\theta/2)\) is \(-\ln2\), so \(r_{\min}=R\), as it must be.

Inside \(r_{\min}\) the data contain no information, because (2) involves distances \(r\ge r_0>r_{\min}\) alone. As a test, a repulsion \(1000(1-r/r_{\min})^2\) eV was added for \(r<r_{\min}\). The Newtonian angle at \(b=0.002\) nm showed no change at energy \(E\). At \(1.5E\) and \(b=0.03\) nm, where the ion enters the changed region, it shifted by 0.035 rad. Going deeper requires a higher energy.

## A case solvable by hand: Coulomb repulsion

Write \(V/E=2k/r\), where \(2k\) is the head-on distance. Then \(x^2=r^2-2kr\), whose positive solution is \(r=k+\sqrt{k^2+x^2}\). Hence

\[
T(x)=\ln\left[\frac kx+\sqrt{1+\frac{k^2}{x^2}}\right]=\operatorname{arsinh}\frac kx,
\qquad T'(x)=-\frac{k}{x\sqrt{x^2+k^2}} .
\]

Insert this in (6) and put \(w^2=(x^2-b^2)/(x^2+k^2)\). Solving for \(x\) gives

\[
x^2=\frac{b^2+k^2w^2}{1-w^2},\quad x^2+k^2=\frac{b^2+k^2}{1-w^2},\quad
x\,dx=\frac{(b^2+k^2)w\,dw}{(1-w^2)^2}.
\]

The product of the two square roots is \(w(x^2+k^2)\), so

\[
\theta=2bk\int_b^\infty\frac{x\,dx}{x^2\,w\,(x^2+k^2)}
=2bk\int_0^1\frac{dw}{b^2+k^2w^2}=2\arctan\frac kb .
\]

This is the Rutherford angle. Read backwards, it gives an implementer an input with a known output: feeding \(2\arctan(k/b)\) into (7) must return \(\operatorname{arsinh}(k/y)\). The angle falls only as \(2k/b\), so the upper limit must be much larger than for a screened potential.

## How data errors enter

Suppose an error in the angles changes \(T\) by \(\delta T\) at fixed \(y\). From (1), \(\delta r=r\,\delta T\), and the calculated potential changes by \(2Ee^{-2T}\delta T=2(E-V)\delta T\). The point has also moved along the curve. The error at fixed distance is obtained by subtracting \(V'\delta r\):

\[
\delta V\big|_r=\left[2(E-V)-rV'\right]\delta T . \tag{9}
\]

Both terms in the bracket are positive for a repulsive potential, so angles that are too large give a potential that is too high.

If all angles are 1% too large, \(\delta T=0.01T\). At \(y=0.060\) nm this is 0.0052, and the first term of (9) contributes \(2(88.4-56.9)\times0.0052\approx0.33\) eV. The complete inversion gives an error of 1.42 eV, or 2.5% of the true 55.8 eV at the recovered distance. Most of it therefore comes from the steep slope: a small error in \(r\) matters more than the error in \(V\) at fixed \(y\). Far out, where \(V\ll E\) and \(r|V'|\ll2E\), \(T\approx V/2E\) and (9) reduces to \(\delta V/V\approx1\%\).

Data ending at \(b_{\max}\) omit

\[
\delta T=-\frac1\pi\int_{b_{\max}}^\infty\frac{\theta(b)\,db}{\sqrt{b^2-y^2}} .
\]

With \(b_{\max}=0.25\) nm and \(y=0.100\) nm, the recovered potential is 0.35 eV too low, 1.3% of the true 27.9 eV at that distance. A model tail inserted in this integral estimates the correction.

The energy enters differently. The angles determine \(V/E\) as a function of \(r\), so an error in the assigned \(E\) multiplies the whole potential by the same factor and leaves the distances unchanged.

## Obtaining the centre-of-mass angle

In the centre-of-mass frame the ion has speed \(vm_t/(m_i+m_t)\), and the frame itself moves at \(vm_i/(m_i+m_t)\). Adding the velocities gives the laboratory angle \(\psi\) of the ion,

\[
\tan\psi=\frac{\sin\theta}{\cos\theta+m_i/m_t}.
\]

Chlorine is heavier than silicon, so \(\psi\) is bounded by \(\arcsin(m_t/m_i)=52.4^\circ\), and each smaller nonzero \(\psi\) belongs to two values of \(\theta\). The ion's direction alone is therefore ambiguous. The recoiling target has velocity components proportional to \(1-\cos\theta\) along the beam and \(\sin\theta\) across it. Its angle from the beam is \(\arctan[\cot(\theta/2)]=(\pi-\theta)/2\), which identifies \(\theta\) uniquely for repulsion.

Impact parameters are not set one by one in a beam experiment. If \(\theta\) falls steadily with \(b\), particles aimed inside \(b\) are those scattered beyond \(\theta(b)\). Equating the two counts gives \(\pi b^2=2\pi\int_\theta^\pi(d\sigma/d\Omega)\sin\theta'\,d\theta'\), which supplies \(b\) from an absolute differential cross section \(d\sigma/d\Omega\). If the pair attracts at larger \(b\), this works only for angles greater than the largest attractive deflection. Below that, several impact parameters contribute to the same measured angle, and the cross section alone does not separate them.

## Attraction and the true limit of the method

Monotonic repulsion is sufficient but not necessary. The derivation needs \(x(r)\) to increase. By (4) this means

\[
E>V(r)+\tfrac12rV'(r) \tag{10}
\]

throughout the range reached. With attraction \(T'\) can change sign, and the exchange of integrals then requires \(|T'|\) to be integrable. The angles must be supplied with their signs.

Chlorine and silicon do attract at bonding distances. For the ion the picture is less simple than one curve: Cl\(^+\)+Si lies about 4.8 eV above Cl+Si\(^+\), the difference of the ionization energies, so charge transfer is an open inelastic channel, and the lowest state of SiCl\(^+\) lies roughly 10 eV below Cl\(^+\)+Si. The 4 eV depth used next is only of the size of a Si–Cl bond and serves as an illustration. A rough model subtracts from ZBL a Gaussian centred at 0.20 nm, of width parameter 0.05 nm, scaled so that the total there is −4 eV. At the example's energy, the largest angle change on the scanned impact parameters is −0.17 rad, at 0.229 nm. The purely repulsive angle is already down to 0.076 rad at 0.200 nm and is smaller still at 0.229 nm, so at 0.229 nm the net deflection is towards the silicon atom. Given these signed angles, the inversion returns −4.00 eV at 0.200 nm.

The method fails when (10) does. Equality in (10) is the condition for an orbiting collision: the effective potential \(V+Eb^2/r^2\) then has a stationary point at height \(E\). In this model the threshold is 8.5 eV in the centre-of-mass frame, or 19 eV in the laboratory. At 0.7 of the threshold the outermost turning point jumps by 0.055 nm as \(b\) is scanned; at 1.3 of it, the largest step is 0.0005 nm on the same grid. Distances inside the jump are never closest approaches, and (1) cannot assign them a potential. The damage also spreads inwards: for every \(y\) below the orbiting impact parameter the inner integral of the inversion is cut short and no longer equals \(\pi/2\), so (1) returns wrong values. At 0.7 of the threshold and \(y=0.251\) nm it gives \(r=0.208\) nm, whereas the orbit turns at 0.197 nm. Only the potential outside the orbiting radius is recovered. The threshold depends strongly on the assumed well shape: width parameters of 0.03 and 0.08 nm give 15 and 5.3 eV, and a Morse well of the same depth with a range parameter of 13 to 17 nm\(^{-1}\) gives only 1.3 to 1.8 eV. The value 8.5 eV therefore says nothing quantitative about real etching ions.

## The model beside an etching surface

An ion energy of 200 eV lies within the rough range used in directional plasma etching, but a solid surface is not an isolated atom. For a rough Si–Si bond length of 0.235 nm, an ion midway between two neighbours is 0.1175 nm from each, where ZBL gives 30.9 eV per atom. The two together supply 61.9 eV, twice the pair value, so angles from such impacts cannot be inserted in (1). The formula suits gas-phase data or calculated pair collisions. Electronic energy loss, estimated from Lindhard–Scharff stopping with the Oen–Robinson distance dependence, is 2.7 eV head-on, 3.1% of \(E\); the resulting shift of \(V\) was not calculated. Thermal motion of a free silicon atom at 300 K spreads the collision energy by about 1.8%, from \(2\sqrt{k_BT_{\rm gas}/m_t}/v\), one standard deviation along the beam.

Diffraction is a smaller limitation here. Confining a wave to a width \(\delta b\) spreads its direction by about \(\lambda/(4\pi\,\delta b)\), where \(\lambda/2\pi=1.23\times10^{-4}\) nm, while the width itself spreads the classical angle by \(|\theta'|\,\delta b\). The best compromise leaves a spread of about \(\sqrt{\lambda|\theta'|/2\pi}\). The classical ZBL angle falls to this size near \(b=0.38\) nm. Discarding all data beyond that point lowers the potential recovered for \(y=0.200\) nm by less than 1%; a cut at 0.50 nm lowers it by less than 0.1%. Within this model, diffraction therefore matters far less than the neighbouring atoms. These figures do not carry over to measured angles: a real ion also polarizes the silicon atom, which gives a potential proportional to \(-1/r^4\). It interacts as well with the quadrupole moment of the atom's partly filled 3p shell, through a potential proportional to \(1/r^3\) whose sign depends on the orientation of the shell. For a singly charged ion, each of these outweighs the ZBL repulsion at 0.50 nm. The quadrupole term is not central, so (1) cannot be relied on at such distances.

The numerical output gives the values to more digits.

## Values computed for the example and the checks

```
Laboratory energy of Cl ion: 200.0 eV
Masses Cl, Si: 35.450, 28.085 u
Centre-of-mass energy E: 88.408 eV
ZBL screening length: 0.012482 nm
Head-on closest approach from V=E: 0.089209 nm
Head-on closest approach from angles: 0.089209 nm
b=0.020 nm: theta orbit 2.5496055, Newton 2.5496055 rad
b=0.080 nm: theta orbit 1.0640476, Newton 1.0640476 rad
b=0.150 nm: theta orbit 0.2434705, Newton 0.2434705 rad
theta at b=0.07 nm from T' integral: 1.265085 rad
theta at b=0.07 nm from orbit: 1.265085 rad
Inversion: y(nm) theta(rad) T r(nm) V_recovered(eV) V_ZBL(eV)
  0.001 3.11172 4.491019 0.089212 88.39686 88.39686
  0.030 2.26358 1.121065 0.092044 79.01621 79.01621
  0.060 1.48741 0.516569 0.100576 56.94462 56.94462
  0.100 0.72861 0.188104 0.120696 27.71951 27.71951
  0.150 0.24347 0.050698 0.157801 8.52469 8.52469
  0.200 0.07601 0.014199 0.202860 2.47537 2.47537
Changed core, angle change at E, b=0.002 nm: 0.0e+00 rad
Changed core, angle change at 1.5E, b=0.03 nm: 0.0348 rad
Angles 1% too large, y=0.06 nm: recovered r 0.10110 nm
  error of V at that r: 1.424 eV
  true V at that r: 55.844 eV
Data cut at b=0.25 nm, y=0.10 nm: recovered r 0.12052 nm
  error of V at that r: -0.352 eV
  true V at that r: 27.890 eV
Largest laboratory angle of Cl: 52.40 deg
Rough bond well: depth 4.0 eV at 0.20 nm, width 0.05 nm
Largest angle change by well: -0.1711 rad
  at b: 0.229 nm
Well recovered by inversion: -4.0000 eV at 0.20000 nm
Orbiting threshold, centre of mass: 8.50 eV
Orbiting threshold, laboratory: 19.23 eV
Turning-point jump at 0.7 threshold: 0.0547 nm
Largest grid step at 1.3 threshold: 0.0005 nm
Electronic loss, head-on estimate: 2.71 eV
Electronic loss / E: 3.07 %
Reduced de Broglie wavelength: 1.228e-04 nm
Classical angle loses meaning beyond b: 0.502 nm
V change at y=0.20 nm if those data are cut: -0.065 %
Thermal spread of collision energy, 300 K: 1.81 %
Half of rough Si-Si bond length: 0.1175 nm
ZBL potential at that distance: 30.94 eV
```
